\section*{Nearest-neighbour distance of randomly placed dopants}

\section{Problem}

A silicon source/drain region is doped n-type at a mean concentration $n=10^{20}\ \mathrm{cm^{-3}}$. Treat the dopants as points placed independently of one another and with uniform probability throughout a volume much larger than the spacing between them.

(a) Find the probability density $p(r)$ of the distance $r$ from a randomly chosen dopant to its nearest other dopant.

(b) Calculate the mean of this distance and compare it with $n^{-1/3}$.

\section{A tempting solution}

On average each dopant has a volume $1/n$ to itself. Picture this volume as a cube of edge $n^{-1/3}$ with the dopant at its centre. The nearest neighbour then sits at the centre of an adjoining cube, one edge away. Since $1\ \mathrm{nm^3}=10^{-21}\ \mathrm{cm^3}$, the concentration is $n=0.100\ \mathrm{nm^{-3}}$, and
\begin{equation}
\langle r\rangle \overset{?}{=} n^{-1/3}=(0.100\ \mathrm{nm^{-3}})^{-1/3}=2.154\ \mathrm{nm}.
\end{equation}
Random placement, the argument continues, spreads the distances about this value, and $p(r)$ is a peak centred there.

\section{Where it fails}

The first sentence is correct: the mean volume per dopant is $1/n$. The fault lies in placing one dopant at the centre of every cube. That describes a simple cubic array, in which the position of one dopant fixes the positions of all the others. Independent placement leaves some cubes empty and puts several dopants in others.

The random spread does not average out either, because the nearest neighbour is the smallest of many distances. Draw a ball of radius $n^{-1/3}$ around a dopant. Its volume is $\tfrac{4\pi}{3}n^{-1}$, so it contains on average $4\pi/3\approx 4.2$ other dopants. A nearest neighbour farther away than $n^{-1/3}$ requires all of this ball to be empty, which must be a rare event. The value $2.154$ nm therefore belongs to the far tail of the distribution and not to its centre.

\section{Solution}

\subsection{The probability of an empty ball}

Let there be $N$ dopants in a volume $V$, with $n=N/V$. Choose one of them and draw around it a ball of radius $r$ and volume $v=\tfrac{4\pi}{3}r^3$, lying wholly inside $V$. Each of the other $N-1$ dopants is outside the ball with probability $1-v/V$. Because the placements are independent, these probabilities multiply, and the ball holds no other dopant with probability
\begin{equation}
S_N(r)=\left(1-\frac{v}{V}\right)^{N-1}.
\end{equation}
Take the logarithm, expand it for $v\ll V$, and insert $V=N/n$:
\begin{align}
\ln S_N &=(N-1)\left(-\frac{v}{V}-\frac{v^2}{2V^2}-\dots\right)\\
&=-nv+\frac{nv}{N}-\frac{(nv)^2}{2N}+\dots
\end{align}
The terms after the first vanish when $N$ and $V$ grow at fixed $n$ and $r$. What remains is
\begin{equation}
S(r)=e^{-nv}=\exp\left(-\frac{4\pi n r^3}{3}\right).
\label{eq:S}
\end{equation}
This is the Poisson probability of finding no dopant where $nv$ are expected. Having a dopant at the centre does not change it, since the others were placed without regard to that one.

\subsection{The density}

The nearest neighbour is farther away than $r$ if and only if the ball of radius $r$ is empty. Hence $S(r)$ is the probability that the nearest distance exceeds $r$, and $1-S(r)$ is the cumulative probability. Its derivative is the density:
\begin{equation}
p(r)=-\frac{dS}{dr}=4\pi n r^2\exp\left(-\frac{4\pi n r^3}{3}\right).
\label{eq:p}
\end{equation}
The two factors can be read separately. The exponential is the probability that no dopant lies within $r$, and $4\pi r^2 n\,dr$ is the probability that one lies in the shell between $r$ and $r+dr$. The density is normalised, because $\int_0^\infty p\,dr=S(0)-S(\infty)=1$.

At small $r$ the exponential is close to one and $p\approx 4\pi n r^2$: close pairs are limited by the small volume of the shell. At large $r$ the density is cut off by an exponential of $r^3$, because a whole ball must be empty.

\subsection{The mean}

Define the radius $a$ of the sphere that holds one dopant on average,
\begin{equation}
\frac{4\pi}{3}a^3 n=1,\qquad a=\left(\frac{3}{4\pi n}\right)^{1/3},
\end{equation}
so that $S(r)=e^{-(r/a)^3}$. Integrate the mean by parts:
\begin{equation}
\langle r\rangle=\int_0^\infty r\,p\,dr=-\int_0^\infty r\,\frac{dS}{dr}\,dr
=-\bigl[rS\bigr]_0^\infty+\int_0^\infty S\,dr=\int_0^\infty S\,dr .
\end{equation}
The bracket vanishes at the lower limit because $r=0$ and at the upper limit because $S$ falls faster than $1/r$. Now substitute $t=(r/a)^3$, that is $r=a\,t^{1/3}$ and $dr=\tfrac{a}{3}t^{-2/3}dt$:
\begin{equation}
\langle r\rangle=\frac a3\int_0^\infty t^{-2/3}e^{-t}\,dt=\frac a3\,\Gamma\!\left(\tfrac13\right)=a\,\Gamma\!\left(\tfrac43\right).
\end{equation}
The integral is the definition of $\Gamma(1/3)$, and the last step uses $x\Gamma(x)=\Gamma(x+1)$. In terms of the concentration,
\begin{equation}
\langle r\rangle=\Gamma\!\left(\tfrac43\right)\left(\frac{3}{4\pi}\right)^{1/3}n^{-1/3}=0.554\,n^{-1/3}.
\label{eq:mean}
\end{equation}
The power of $n$ in the tempting solution was right, as it had to be: with point dopants in a large volume, $n^{-1/3}$ is the one length available. The factor in front depends on how the dopants are arranged.

\subsection{Spread, median and mode}

The mean square follows by the same two operations:
\begin{equation}
\langle r^2\rangle=2\int_0^\infty rS\,dr=\frac{2a^2}{3}\int_0^\infty t^{-1/3}e^{-t}\,dt=\frac{2a^2}{3}\Gamma\!\left(\tfrac23\right)=a^2\,\Gamma\!\left(\tfrac53\right),
\end{equation}
and the standard deviation is
\begin{equation}
\sigma=a\sqrt{\Gamma\!\left(\tfrac53\right)-\Gamma\!\left(\tfrac43\right)^2}.
\end{equation}
The median solves $S=\tfrac12$, which gives $a(\ln 2)^{1/3}$. The most probable distance follows from
\begin{equation}
\frac{d\ln p}{dr}=\frac2r-4\pi n r^2=0,\qquad r_{\rm mode}=(2\pi n)^{-1/3}.
\end{equation}

\section{Numbers at $10^{20}\ \mathrm{cm^{-3}}$}

With $n=0.100\ \mathrm{nm^{-3}}$ the sphere radius is $a=1.3365$ nm, and
\begin{align}
\langle r\rangle&=0.89298\times1.3365\ \mathrm{nm}=1.19\ \mathrm{nm}=1.19\times10^{-7}\ \mathrm{cm},\\
\sigma&=1.3365\ \mathrm{nm}\times\sqrt{0.90275-0.89298^2}=0.434\ \mathrm{nm}.
\end{align}
The inverse cube root, $2.154$ nm, is $1.81$ times the mean. The median is $1.18$ nm and the mode $1.17$ nm, so the distribution is nearly symmetric about its centre, but it is broad: $\sigma$ is $36\%$ of the mean. The fraction of dopants whose nearest neighbour is farther away than $n^{-1/3}$ is
\begin{equation}
S(n^{-1/3})=e^{-4\pi/3}=1.5\%,
\end{equation}
at any concentration. The tempting answer is thus a distance that about one dopant in 66 exceeds.

As a test that does not use these formulas, some 432\,000 points were placed at random in periodic cubes at this concentration and their nearest neighbours were found. The sampled mean was $1.193$ nm, the standard deviation $0.433$ nm and the fraction beyond $n^{-1/3}$ was $1.51\%$. The sampled probability of exceeding $r$ differed from Eq.~(\ref{eq:S}) by at most $0.0017$ over the 40 distances compared.

\section{What a real source/drain region changes}

The concentration used here is at the lower end for a heavily doped silicon source/drain region; present devices often reach $10^{21}\ \mathrm{cm^{-3}}$, and the shifts below hold for $10^{20}\ \mathrm{cm^{-3}}$ only. Three assumptions can be relaxed one at a time, with $n$ held fixed. Each shift below is relative to the Poisson mean, which is $1.1935$ nm before rounding.

\subsection{Crystal sites}

Substitutional dopants occupy lattice sites. The cubic cell of silicon, with edge $a_L$ of roughly $0.543$ nm, has eight sites, so a site is doped with probability $x=na_L^3/8=0.20\%$. Number the sites around a dopant in order of distance $r_k$. The $k$th is the nearest doped one if it is doped and the $k-1$ before it are not, hence
\begin{equation}
\langle r\rangle=\sum_{k\ge1} r_k\,x(1-x)^{k-1}=1.196\ \mathrm{nm},
\end{equation}
a shift of $+0.2\%$. The lattice matters more at the shortest distances: Eq.~(\ref{eq:p}) allows separations below the bond length of $0.235$ nm, which the crystal forbids. By Eq.~(\ref{eq:S}) about $0.5\%$ of the dopants are affected.

\subsection{Surfaces}

In a sheet of thickness $T$, a dopant at depth $z$ has neighbours only in the part of the ball between the two faces. Slicing the ball into discs at height $s$ from its centre gives
\begin{equation}
v_{\rm cut}(r,z)=\int_{\max(-r,\,-z)}^{\min(r,\,T-z)}\pi(r^2-s^2)\,ds,\qquad
\langle r\rangle=\frac1T\int_0^T\!dz\int_0^\infty\! e^{-n v_{\rm cut}}\,dr .
\end{equation}
Since $v_{\rm cut}\le v$, the ball is more often empty and the mean rises. For $T=5$ nm, roughly the thickness of a nanosheet and hence of its doped extension, it becomes $1.25$ nm, a shift of $+4.7\%$. Random placement in such a sheet gives the same value.

In the opposite limit, a layer much thinner than the spacing, $v_{\rm cut}\approx\pi r^2T$ at the distances that matter, and the Gaussian integral gives
\begin{equation}
\langle r\rangle\approx\int_0^\infty e^{-\pi nTr^2}dr=\frac{1}{2\sqrt{nT}} .
\end{equation}
This is the result for a plane with $nT$ dopants per unit area. It requires $T\ll n^{-1/3}$ and does not apply to the 5 nm sheet.

A region that is small in all three directions is a harder case. A cube of edge 5 nm holds $0.100\times125=12.5$ dopants on average. The surfaces on all six sides cut the ball, so the sheet value should not be carried over to it: $e^{-nv_{\rm cut}}$ with the ball cut by the cube gives a mean of about $1.40$ nm, a shift of $+17\%$. The number of dopants varies from one such cube to the next with a standard deviation of $\sqrt{12.5}\approx3.5$; this variation is already contained in $e^{-nv_{\rm cut}}$. If the number in the cube is fixed instead, the terms in $1/N$ dropped above count as well, and the mean is about $1.44$ nm for 12 dopants and $1.39$ nm for 13.

\subsection{Repulsion between donors}

Ionised donors repel one another. If they are mobile enough during an anneal to reach equilibrium, their positions are no longer independent. Take the pair energy to be a screened Coulomb repulsion,
\begin{equation}
\frac{u(r)}{k_BT_a}=\frac{\ell}{r}\,e^{-r/\lambda},\qquad \ell=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r k_BT_a},
\end{equation}
with a rough anneal temperature $T_a=1300$ K and $\varepsilon_r=11.7$. Then $\ell=1.10$ nm. Linear screening by one free electron per donor, with Fermi statistics and a density-of-states mass of $1.08\,m_e$, gives $\lambda=0.91$ nm. This is an estimate: it uses the long-wavelength response of the electrons, although their thermal wavelength is longer than $\lambda$, and linear response is doubtful close to a donor, where the repulsion exceeds $k_BT_a$. At the Poisson mean distance the repulsion is $0.25\,k_BT_a$: weak, but not negligible. Metropolis sampling of 100 donors in a periodic box gives a mean nearest distance of $1.30$ nm, a shift of $+9\%$; 300 donors give the same value. The last digit depends on the screening model: wavevector-dependent linear response gives $1.31$ nm ($+10\%$), and values of $\lambda$ between $0.6$ and $2$ nm give shifts from $+7\%$ to about $+12\%$.

This is the largest of the three shifts when the sheet is 5 nm thick; in a sheet of 2 nm the surfaces would matter more. The value for repulsion describes a limiting case, that of full equilibrium. An anneal too short for equilibrium leaves the donors closer to their initial arrangement. Chemical binding of dopants into clusters, which is not included, acts in the opposite direction and shortens the distance.

Even with this repulsion the mean is about $0.6\,n^{-1/3}$. For these parameters none of the three corrections comes near to restoring the cubic-array value. The inverse cube root remains a useful scale for how dopant spacing varies with concentration, but as an estimate of the distance to the nearest dopant under random placement it is too large by a factor of $1.8$. The full set of values is in the numerical output.

\section*{Computed results}
\begin{verbatim}
concentration: 1.0e+20 cm^-3
concentration: 0.100 nm^-3
inverse cube root of concentration: 2.1544 nm
radius of sphere holding one dopant: 1.3365 nm
Gamma(4/3): 0.89298
Gamma(5/3): 0.90275
mean nearest distance, formula: 1.1935 nm
mean nearest distance, formula: 1.1935e-07 cm
mean by quadrature of density: 1.1935 nm
mean / inverse cube root: 0.55396
inverse cube root / mean: 1.8052
standard deviation: 0.4338 nm
standard deviation / mean: 0.3634
median: 1.1828 nm
mode: 1.1675 nm
fraction beyond inverse cube root: 1.516 %
random placement, dopants sampled: 432399
random placement, mean: 1.1928 nm
random placement, std deviation: 0.4334 nm
random placement, tail fraction: 1.510 %
largest error of S(r) in sampling: 0.0017
lattice constant (rough): 0.543 nm
fraction of sites doped: 0.2001 %
shortest site distance: 0.2351 nm
crystal sites, mean by sum: 1.1955 nm
crystal sites, mean by sampling: 1.1950 nm
crystal sites, shift of mean: +0.17 %
sheet thickness: 5.0 nm
sheet, mean by integration: 1.2498 nm
sheet, mean by sampling: 1.2498 nm
sheet, shift of mean: +4.72 %
anneal temperature (rough): 1300 K
relative permittivity (rough): 11.7
density-of-states mass (rough): 1.08 m_e
thermal energy at anneal: 0.1120 eV
carriers / band state density: 0.394
distance where bare repulsion is kT: 1.099 nm
screening length at anneal: 0.908 nm
screened repulsion at mean / kT: 0.247
two-donor check, integration: 1.515 nm
two-donor check, sampling: 1.515 nm
repelling donors, mean: 1.304 nm
repelling donors, standard error: 0.001 nm
repelling donors, shift of mean: +9.3 %
\end{verbatim}
